\section*{Embedding energy of an atom in a metal: host density and hybridization, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree units are used, and eV for the level model of Section 5. The theory is spin-unpolarized density-functional theory for a metallic host with positive background $n_+(\mathbf r)$ and a neutral atom of nuclear charge $Z$ at the origin. The embedding energy is
\begin{equation}
\Delta E=E[\text{host+atom}]-E[\text{host}]-E_{\rm atom}.
\end{equation}
Charges are counted as electron number, $\rho=n-n_+-Z\delta(\mathbf r)$, so that $\phi(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ is the potential energy of an electron and $\phi(q)=4\pi\rho(q)/q^2$. The energy is $E=T_s+E_{xc}+E_{es}$, with $E_{es}=\frac12\int\rho\phi$ and the self-energy of the nucleus dropped. At fixed chemical potential $\mu$ the functional $\Omega=E-\mu N$ is stationary in $n$; the atom brings $Z$ electrons, so $\Delta E=\Delta\Omega+\mu Z-E_{\rm atom}$.

The symbol $\Delta$ means ``with atom minus without atom'' in a reference host: $\Delta n$, $\Delta\rho=\Delta n-Z\delta$, $\Delta\phi$, and the effective potential $\Delta v=\Delta\phi+\Delta v_{xc}$. The symbol $\delta$ means ``actual host minus reference host'', both without the atom: $\delta n_+$, $\delta n_0$, $\delta\phi_0$, $\delta v_0$. For the homogeneous gas, $n_+=n_0=\bar n$ and $\phi_0=0$, the embedding energy is $\Delta E_{\rm hom}(\bar n)$. Further, $a=d\mu/dn$ at $\phi=0$ and $M_2=\int r^2\Delta n\,d^3r$.

\section{The homogeneous gas and its slope}

Outside the atomic region the disturbance is weak, and at long wavelength the equilibrium condition reads $a\,\Delta n(q)+\Delta\phi(q)=s(q)$, where $s$ is the transform of the nonlinear terms, which are localized near the atom and so give a finite $s(0)$. A finite $\Delta n(0)$ then requires a finite $\Delta\phi(0)$, hence $\Delta\rho(q)=O(q^2)$ and $\int\Delta n=Z$. This is perfect screening. Expanding $\sin(qr)/(qr)=1-q^2r^2/6+\dots$ for the spherical $\Delta n$,
\begin{equation}
\Delta\rho(q)=-\frac{q^2M_2}{6}+O(q^4),\qquad
\alpha\equiv-\int\Delta\phi\,d^3r=-\Delta\phi(q\to0)=\frac{2\pi}{3}M_2 .
\end{equation}

Now change the background by $\delta n_+$. Because $\Omega$ is stationary in $n$, only the explicit dependence on $n_+$ counts in first order, and $\delta E_{es}/\delta n_+=-\phi$. With the atom $\phi=\Delta\phi$, without it $\phi=0$. The background creates $\delta v_{\rm ext}(\mathbf r)=-\int\delta n_+(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, and exchanging the two integrations gives
\begin{equation}
\Delta E_1=-\int\Delta\phi\,\delta n_+=\int\Delta\rho\,\delta v_{\rm ext}.
\label{hf}
\end{equation}
Let $\delta n_+$ be a plateau of height $\delta n$ much wider than the screening length. Inside it the gas is homogeneous at $\bar n+\delta n$, with a constant shift of potential that a neutral $\Delta\rho$ does not feel. The embedding energy there is $\Delta E_{\rm hom}(\bar n+\delta n)$, while Eq.~(\ref{hf}) gives $\alpha\,\delta n$. Hence the slope theorem
\begin{equation}
\frac{d\Delta E_{\rm hom}}{dn}=\alpha=\frac{2\pi}{3}M_2 .
\end{equation}

To follow the host response, let $A(q)$ be the second functional derivative of $T_s+E_{xc}$ in the gas; $A=-\chi_s^{-1}+f_{xc}$ and $A(0)=a$. Linearizing $\delta(T_s+E_{xc})/\delta n+\phi=\mu$ gives $A\,\delta n_0+\delta\phi_0=0$, and $\delta\phi_0=\delta v_{\rm ext}+4\pi\delta n_0/q^2$, so
\begin{equation}
\delta v_{\rm ext}(q)=-\Big[A(q)+\frac{4\pi}{q^2}\Big]\delta n_0(q).
\label{chi}
\end{equation}

The limit to check is a weak nucleus. Treating $-4\pi Z/q^2$ as $\delta v_{\rm ext}$ in Eq.~(\ref{chi}) gives $\Delta n=Z/(1+Aq^2/4\pi)$, so $\Delta\rho\to-Zaq^2/4\pi$, $\Delta\phi(0)=-Za$ and $\alpha\to Za$: the slope is that of the chemical potential of the $Z$ added electrons.

Everything in this section and the next holds for any $T_s+E_{xc}$, so it can be tested in the Thomas--Fermi--Dirac model with a von Weizs\"acker term $\frac{\lambda}{2}\int|\nabla\sqrt n|^2$, where $A$ is known exactly. The local part has $\mu=k_F^2/2-k_F/\pi$ with $n=k_F^3/3\pi^2$, so $dk_F/dn=\pi^2/k_F^2$ and $a=\pi^2/k_F-\pi/k_F^2$. With $\sqrt n\simeq\sqrt{\bar n}+\delta n/(2\sqrt{\bar n})$ the gradient term is $\frac12\frac{\lambda}{4\bar n}\int|\nabla\delta n|^2$, so $A=a+\lambda q^2/4\bar n$. For hydrogen at $r_s=2.5$ bohr and $\lambda=0.2$, $\bar n=0.015279$ bohr$^{-3}$, $k_F=0.76766$ bohr$^{-1}$ and $a=12.857-5.331=7.526$ Ha\,bohr$^3$. The nonlinear solution has $M_2=2.5514$ bohr$^2$, so $\alpha=2.0944\times2.5514=5.3436$ Ha\,bohr$^3$, and the finite-difference slope of $\Delta E_{\rm hom}$ is $5.3436$ Ha\,bohr$^3$. The proton is not a weak charge, since $\alpha$ lies well below $Za$; the limit $\alpha\to Za$ is tested separately with a small $Z$. This model has no shell structure and no Friedel oscillations, and its numbers are not predictions for hydrogen in a metal. Its screening tail still changes sign, but under an exponential decay: $A(q)+4\pi/q^2=0$ has complex roots $q^2$ when $a^2<4\pi\lambda/\bar n$, as is the case here. In Kohn--Sham theory the Friedel tail spoils the convergence of $M_2$ and of the moment $\int r^2\Delta\phi$ used below, which must be read as coefficients of the small-$q$ expansion.

\section{A weakly inhomogeneous host: which density?}

Equation (\ref{hf}) can be written in terms of the host density in two ways. Inserting $\delta v_{\rm ext}=\delta\phi_0-\int\delta n_0/|\mathbf r-\mathbf r'|$ and exchanging integrations in the second term,
\begin{equation}
\Delta E_1=\int\Delta\rho\,\delta\phi_0-\int\Delta\phi\,\delta n_0 .
\label{split}
\end{equation}
This rewriting is an identity for any $\delta n_0$. Inserting instead the linear relation (\ref{chi}), and using $4\pi\Delta\rho/q^2=\Delta\phi$,
\begin{equation}
\Delta E_1=\int\!\frac{d^3q}{(2\pi)^3}K(q)\,\delta n_0(q),\qquad K(q)=-\Delta\phi(q)-A(q)\,\Delta\rho(q).
\label{kernel}
\end{equation}
At small $q$, $-\Delta\phi(q)=\alpha+\frac{q^2}{6}\int r^2\Delta\phi$ and $-A\Delta\rho=aM_2q^2/6$. Thus $K=\alpha-\beta q^2+\dots$, and since $-q^2$ becomes $\nabla^2$,
\begin{equation}
\Delta E_1=\alpha\,\delta n_0(0)+\beta\,\nabla^2\delta n_0(0)+\dots,\qquad
\beta=-\frac16\int r^2\Delta\phi\,d^3r-\frac{aM_2}{6}.
\label{grad}
\end{equation}
No term in $\nabla n_0$ appears because $K$ depends only on $|\mathbf q|$.

Since $\Delta E_{\rm hom}(\bar n+x)=\Delta E_{\rm hom}(\bar n)+\alpha x+O(x^2)$, part or all of $\Delta E_1$ can be moved into the argument, provided $\alpha\neq0$:
\begin{align}
n_K&=\bar n+\frac1\alpha\int K\,\delta n_0, & \Delta E&=\Delta E_{\rm hom}(n_K)+O(\delta^2),\\
n_\phi&=\frac{\int\Delta\phi\,n_0}{\int\Delta\phi}, & \Delta E&=\Delta E_{\rm hom}(n_\phi)+\int\Delta\rho\,\delta\phi_0+O(\delta^2).
\end{align}
The second line follows from Eq.~(\ref{split}) because $\alpha(n_\phi-\bar n)=-\int\Delta\phi\,\delta n_0$. The point density $n_0(0)$ absorbs only the first term of Eq.~(\ref{grad}). The statement $\Delta E\simeq\Delta E_{\rm hom}(n_0(0))$ is therefore exact in the limit of slow variation, but at fixed wavelength its error is linear in the amplitude of the inhomogeneity. At a stationary point of $\Delta E_{\rm hom}$, where $\alpha=0$, neither $n_K$ nor $n_\phi$ is defined, and $\Delta E_1$ is used directly in the form (\ref{split}) or (\ref{kernel}).

Three limits are tested on nonlinear solutions with $\delta n_+\propto e^{-r^2/b^2}$. For amplitude $0.005\,\bar n$ and $b=2$ bohr, the part of $\Delta E$ odd in the amplitude and the forms (\ref{hf}), (\ref{split}), (\ref{kernel}) all give $2.979\times10^{-4}$ Ha. Extrapolation from wide hosts gives $\beta=-2.3845$ against $-2.3843$ Ha\,bohr$^5$ from the moments. Doubling a small dip multiplies the error in $\Delta E$ by $2.01$ for the point density and by $4.01$, $4.02$, $4.02$ for the form (\ref{kernel}), $n_\phi$ with its remainder, and $n_K$. The sign of $\beta$ matters: in real space $\int K=\alpha>0$ while $\int r^2K=6\beta<0$, whereas a non-negative weight has a non-negative $r^2$ moment. In this model $K$, which in real space includes point terms $\delta$ and $\nabla^2\delta$ at the nucleus from $ZA(q)$, is therefore not such a weight, and $n_K$ is not an average with positive weights. Strictly, neither is $n_\phi$, since $\Delta\phi$ also changes sign in its tail in this model.

As a worked case take a dip of $-0.2\,\bar n$ with $b=2$ bohr. Energies are measured from a proton and an electron at rest, so they equal $\Delta E+E_{\rm atom}$; the reference value is $-0.512622$ Ha and the exact one $-0.524592$ Ha, a shift of $-11.97$ mHa $=-0.326$ eV. With $\int K\delta n_0=-0.011620$ Ha, $-\int\Delta\phi\,\delta n_0=-0.006514$ Ha and $\int\Delta\rho\,\delta\phi_0=-0.005404$ Ha,
\begin{align*}
n_\phi&=0.015279-0.006514/5.3436=0.014060\ \text{bohr}^{-3},\\
n_K&=0.015279-0.011620/5.3436=0.013104\ \text{bohr}^{-3},
\end{align*}
and $n_0(0)=0.013784$ bohr$^{-3}$. The estimates, with errors against the exact value, are: point density $-0.520587$ Ha ($4.01$ mHa, one third of the shift); form (\ref{kernel}), $-0.512622-0.011620=-0.524242$ Ha ($0.35$ mHa); $n_\phi$ with remainder, $-0.519122-0.005404=-0.524526$ Ha ($0.07$ mHa); $n_K$, $-0.524195$ Ha ($0.40$ mHa). The remainder $\int\Delta\rho\,\delta\phi_0$ is nearly half of the shift and cannot be dropped here. The two terms of Eq.~(\ref{split}) add to $-11.918$ mHa, which is $-40$ times the small-amplitude value, as the identity with the strictly linear Eq.~(\ref{hf}) demands; form (\ref{kernel}) differs from it because $\delta n_0$ is now a nonlinear response. The ranking among the last three estimates is a second-order matter and is not fixed by the derivation.

\section{Hosts with d states: the frozen-potential step}

A d band is not a weak local potential, so Eq.~(\ref{hf}) does not reach it. Let host B differ from the reference host A by a background change and by d states coupled to the rest through a fixed one-electron operator $U$. The d states are taken to carry no density of their own, so that their uncoupled levels do not depend on the potential $v$. A rigid d charge can be counted electrostatically with the background, where it enters $\delta\phi_0$ but not $\delta n_0$; if a d density $n_d$ were included in $\delta n_0$, the band energies at $U=0$ would contain a further first-order term $\int\Delta v\,n_d$ that Eq.~(\ref{main}) does not show. Let $B[v,U]=\sum_if_i\varepsilon_i$ be the band energy of $-\frac12\nabla^2+v+U$ at fixed occupations (in an extended metal, $\sum_if_i(\varepsilon_i-\mu)$ at fixed $\mu$). Define
\begin{equation}
\mathcal E[n,v]=B[v,U]-\int vn+E_{es}[n]+E_{xc}[n].
\end{equation}
First-order perturbation theory gives $\delta B/\delta v=n_v$, the density of the eigenstates of $v$, so $\delta\mathcal E/\delta v=n_v-n$; also $\delta\mathcal E/\delta n=-v+\phi+v_{xc}$. Both vanish at self-consistency, where $\mathcal E=E$ (at fixed $\mu$, $\mathcal E=\Omega$; the term $\mu Z$ then to be added to the embedding energy below is the same in both hosts and drops out of the difference $B-A$). Trial fields with errors of order $\epsilon$ therefore give the energy with an error of order $\epsilon^2$.

For the atom in host $X=A,B$ use the trial fields $n_0^X+\Delta n$ and $v_0^X+\Delta v$, with $\Delta n$ and $\Delta v$ frozen from A. They are exact for A. Subtract the host energy term by term. The product gives $-\int(v_0^X\Delta n+\Delta v\,n_0^X+\Delta v\,\Delta n)$. The quadratic $E_{es}$ gives $\int\phi_0^X\Delta\rho+C$, with $C$ the self-energy of $\Delta\rho$, the same in both hosts. Then
\begin{equation}
\Delta E^X+E_{\rm atom}\simeq\Delta B^X-\!\int\!\big(v_0^X\Delta n+\Delta v\,n_0^X+\Delta v\Delta n\big)+\!\int\!\phi_0^X\Delta\rho+C+\Delta E_{xc}^X,
\end{equation}
where $\Delta B^X=B[v_0^X+\Delta v]-B[v_0^X]$ and $\Delta E_{xc}^X=E_{xc}[n_0^X+\Delta n]-E_{xc}[n_0^X]$. In the difference $B-A$, to first order in $\delta n_0$, $\delta\Delta E_{xc}=\int\{v_{xc}[n_0+\Delta n]-v_{xc}[n_0]\}\delta n_0=\int\Delta v_{xc}\,\delta n_0$, which cancels the exchange-correlation part of $-\int\Delta v\,\delta n_0$ and leaves $-\int\Delta\phi\,\delta n_0$:
\begin{equation}
\Delta E^B-\Delta E^A=-\int\Delta\phi\,\delta n_0+\int\Delta\rho\,\delta\phi_0+\Big[\Delta B^B-\Delta B^A-\int\Delta n\,\delta v_0\Big].
\end{equation}
Add and subtract the band energies in the potentials of B with $U=0$. The part without $U$ is the response of the two A systems to $\delta v_0$, namely $\int(n_0^A+\Delta n)\delta v_0-\int n_0^A\delta v_0+O(\delta v_0^2)$, and it cancels the last integral. With A the homogeneous gas,
\begin{align}
\Delta E&=\Delta E_{\rm hom}(\bar n)-\int\Delta\phi\,\delta n_0+\int\Delta\rho\,\delta\phi_0+E_{\rm hyb},\label{main}\\
E_{\rm hyb}&=\big\{B[v_0+\Delta v,U]-B[v_0+\Delta v,0]\big\}-\big\{B[v_0,U]-B[v_0,0]\big\},\label{hyb}
\end{align}
with $v_0=v_0^B$. The neglected terms are of second order in $\delta n_0$, $\delta v_0$ and in the change of $\Delta n$, $\Delta v$ from A to B; $U$ itself was not expanded. Their size depends on the form of these changes as well as on their amount, and is not estimated here for a real metal. For $U=0$ it reduces to Eq.~(\ref{split}).

The frozen-potential step has given the embedding energy in a host with d states as Eq.~(\ref{main}), with the hybridization term (\ref{hyb}) and errors of second order in the changes of density and potential. It remains to test this result at weak coupling and to evaluate $E_{\rm hyb}$ in a level model.

Numerical values quoted here were computed with a short program.
